Anderson mixing as a multisecant form of Broyden's second method

A self-consistent-field (SCF) calculation takes an input potential x, a vector of n real numbers, and returns an output potential g(x). Self-consistency means that the residual

f(x) = g(x) − x

vanishes. Two ways of using earlier iterates to speed up the search are compared here. One averages old potentials; the other builds an approximate inverse Jacobian of f.

**Conventions.** At a given step, m+1 successive iterates are retained and numbered x₀, …, xₘ, with xₘ the newest. Their residuals are f₀, …, fₘ, and the next iterate is xₘ₊₁. The n×m matrices ΔX and ΔF have the columns

Δxᵢ = xᵢ − xᵢ₋₁, Δfᵢ = fᵢ − fᵢ₋₁, i = 1, …, m.

The columns of ΔF are assumed linearly independent, so m ≤ n and ΔFᵀΔF is invertible. Lengths of vectors are Euclidean. The mixing parameter β is a nonzero number, fixed during the run. Since x and f have the same unit, β has none, and the algebra holds in atomic units or any others. Two abbreviations are used:

L = (ΔFᵀΔF)⁻¹ΔFᵀ, P = ΔF L.

They obey LΔF = 1, hence P² = ΔF(LΔF)L = P, and Pᵀ = P. Thus P is the orthogonal projector onto the span of the residual differences.

**(a) Anderson mixing chooses weights αⱼ with Σⱼ αⱼ = 1 that minimise |Σⱼ αⱼfⱼ|, and then sets xₘ₊₁ = Σⱼ αⱼ(xⱼ + βfⱼ). Remove the constraint and find xₘ₊₁ in closed form.**

*Solution.* Define the partial sums of the weights,

γᵢ = α₀ + α₁ + … + αᵢ₋₁, i = 1, …, m.

Because the weights sum to one, they are recovered from

α₀ = γ₁, αⱼ = γⱼ₊₁ − γⱼ for 0 < j < m, αₘ = 1 − γₘ.

Conversely, any numbers γᵢ inserted here give weights that sum to one. The constrained α and the free γ are therefore in one-to-one correspondence.

Now collect the coefficient of each residual in

fₘ − Σᵢ γᵢ(fᵢ − fᵢ₋₁).

It is 1 − γₘ for fₘ, γⱼ₊₁ − γⱼ for an intermediate fⱼ, and γ₁ for f₀. These are the weights αⱼ. The same counting applies to the potentials, so

f̄ ≡ Σⱼ αⱼfⱼ = fₘ − ΔFγ,
x̄ ≡ Σⱼ αⱼxⱼ = xₘ − ΔXγ.

It remains to minimise |fₘ − ΔFγ|² over all γ. Its gradient is −2ΔFᵀ(fₘ − ΔFγ), and its second-derivative matrix 2ΔFᵀΔF is positive definite, so the single stationary point is the minimum:

ΔFᵀΔF γ = ΔFᵀfₘ, or γ = Lfₘ.

The Anderson step is x̄ + βf̄, that is,

xₘ₊₁ = xₘ + βfₘ − (ΔX + βΔF)γ. (1)

For m = 0 there are no differences, and (1) is linear mixing, x₁ = x₀ + βf₀.

The weighted residual f̄ is in general not the residual at x̄. The two agree if f is affine, f(x) = Jx + c, because then f(Σαⱼxⱼ) = Σαⱼ(Jxⱼ + c) when the weights sum to one. For a nonlinear SCF map, f̄ is a linear estimate.

**(b) A quasi-Newton step is xₘ₊₁ = xₘ − Gfₘ, where G approximates the inverse Jacobian of f. Require that G reproduce all retained differences, GΔF = ΔX, and that it be as close as possible to a reference matrix R in the Frobenius norm, |A|² = tr(AAᵀ). Find G.**

*Solution.* The condition GΔF = ΔX says that G turns each observed change of the residual into the change of potential that caused it. It is called a secant condition. Write G = R + E. The correction must satisfy

EΔF = ΔX − RΔF.

Split E = EP + E(1 − P). The cross terms in |E|² vanish, because P(1 − P) = 0 and P is symmetric:

tr[EP(1 − P)Eᵀ] = 0.

Therefore

|E|² = |EP|² + |E(1 − P)|².

The first part is fixed by the secant conditions,

EP = EΔF L = (ΔX − RΔF)L,

while the second is unrestricted, since (1 − P)ΔF = 0. The unique minimum has E(1 − P) = 0, and

G = R + (ΔX − RΔF)L. (2)

This satisfies the conditions, because LΔF = 1 gives GΔF = RΔF + ΔX − RΔF = ΔX.

With one pair, L = Δfᵀ/(ΔfᵀΔf), and (2) is the update of Broyden's second method, which modifies the inverse Jacobian directly. With several pairs imposed together, (2) is its multisecant form.

**(c) Take the reference R = −β1. Show that the quasi-Newton step is the Anderson step, and that whole runs of the two methods coincide. What does G do to different parts of the residual?**

*Solution.* The reference is the one that linear mixing implies, since x + βf = x − (−β1)f. Equation (2) becomes

G = −β1 + (ΔX + βΔF)(ΔFᵀΔF)⁻¹ΔFᵀ. (3)

Apply it to fₘ and use Lfₘ = γ from part (a):

xₘ − Gfₘ = xₘ + βfₘ − (ΔX + βΔF)γ.

This is equation (1), so the two steps are equal.

For the whole run, let both methods start from the same x₀ with the same β and the same rule for retaining pairs. Both begin with linear mixing. If their iterates agree up to some step, they hold the same ΔX and ΔF, and by the result just shown their next iterates agree. By induction the sequences are the same in exact arithmetic. If β is changed from step to step, the argument still holds with the current β in both (1) and (3).

Regrouping the step shows its content:

−Gfₘ = −ΔXγ + β(fₘ − ΔFγ) = −ΔX Lfₘ + β(1 − P)fₘ.

The part of the residual within the span of the stored differences is treated by the secant information. The rest, about which the history says nothing, receives linear mixing. If m = n, then P = 1 and β drops out of the step.

The assumption of independent columns matters. Suppose ΔFv = 0 for some v ≠ 0. Then γ is not unique. If also ΔXv ≠ 0, no G can satisfy GΔF = ΔX, because multiplying by v would give 0 = ΔXv. A rule for discarding pairs, or a regularised solution, is then needed.

**(d) The recursive form of Broyden's second method applies (2) with one pair at a time, taking the previous G as reference. Does it give the matrix (3)? Can (3) be written as a chain of such updates?**

*Solution.* For one pair the two agree, since both start from −β1. For two pairs, let G₁ be the matrix after the first update, so that G₁Δf₁ = Δx₁. The second update is

G₂ʳ = G₁ + (Δx₂ − G₁Δf₂)Δf₂ᵀ/(Δf₂ᵀΔf₂).

It satisfies the new condition, but its error in the old one is

G₂ʳΔf₁ − Δx₁ = (Δx₂ − G₁Δf₂)(Δf₂ᵀΔf₁)/(Δf₂ᵀΔf₂). (4)

This vanishes if the residual differences are orthogonal, or if G₁ already satisfies the new condition. Otherwise the old secant is spoiled, and the recursive matrix differs from (3).

Orthogonalisation repairs this. Gram–Schmidt gives ΔF = QT, where QᵀQ = 1 and T is an invertible upper triangular m×m matrix. Apply the same column operations to the potentials: S = ΔXT⁻¹. Then

L = (TᵀT)⁻¹TᵀQᵀ = T⁻¹Qᵀ,
ΔX + βΔF = (S + βQ)T,

and (3) becomes

G = −β1 + (S + βQ)Qᵀ = −β1 + Σᵢ(sᵢ + βqᵢ)qᵢᵀ,

where sᵢ and qᵢ are the columns of S and Q. Build this sum term by term. Before term i is added, the current matrix acts on qᵢ as −β, because qᵢ is orthogonal to the earlier q's. The added term is therefore

(sᵢ − G⁽ⁱ⁻¹⁾qᵢ)qᵢᵀ,

which is the rank-one update for the pair (sᵢ, qᵢ). Thus (3) is a chain of second Broyden updates starting from −β1, made with orthogonalised pairs.

**(e) Must G be rebuilt from −β1 at each step, or may the previous multisecant matrix serve as the reference?**

*Solution.* Let a prime mark the quantities of the previous step, with G′ given by (3) for the old pairs. With R = G′, equation (2) reads

G = G′(1 − P) + ΔX L,

whereas R = −β1 gives −β(1 − P) + ΔX L. The difference is

(G′ + β1)(1 − P) = (ΔX′ + βΔF′)(ΔF′ᵀΔF′)⁻¹ΔF′ᵀ(1 − P). (5)

If all old pairs are kept, the columns of ΔF′ lie in the span of ΔF. Then (1 − P)ΔF′ = 0, its transpose ΔF′ᵀ(1 − P) is also zero, and the two references give the same matrix.

If an old pair has been dropped, (5) is in general not zero: the previous matrix carries information from a pair that is no longer in the window. Anderson mixing with a limited window has no such memory, so the equivalence then requires a rebuild from −β1.

**(f) When is G itself invertible, so that it is the inverse of some approximate Jacobian?**

*Solution.* Complete Q to an orthogonal matrix U = [Q, Q⊥]. From part (d), GQ = S and GQ⊥ = −βQ⊥. In the basis U, therefore,

UᵀGU has the block rows [QᵀS, 0] and [Q⊥ᵀS, −β1].

Its determinant is the product of those of the diagonal blocks. Since Q = ΔFT⁻¹ and S = ΔXT⁻¹, we have QᵀS = (T⁻¹)ᵀΔFᵀΔX T⁻¹, while det(ΔFᵀΔF) = (det T)². Hence

det G = (−β)ⁿ⁻ᵐ det(ΔFᵀΔX)/det(ΔFᵀΔF).

G is invertible if and only if ΔFᵀΔX is nonsingular. The step xₘ − Gfₘ is defined in either case, but for singular G some nonzero residuals would produce no step at all.

**(g) Four electrons occupy a chain of four sites with spacing 2 Å, hopping energy 2 eV and site energies (1.5, −0.5, −2.0, 1.0) eV. In the Hartree approximation the unknown x is the electrostatic potential energy on the sites. Starting from x₀ = 0 with β = 0.2 and at most two pairs, compute x₃ by both routes and compare it with the recursive method.**

*Solution.* The one-electron Hamiltonian has the site energies plus x on its diagonal and −2 eV between neighbours. Its two lowest orbitals are doubly occupied and give the populations nⱼ. A fixed charge compensates one electron per site, so in atomic units

gᵢ(x) = Σⱼ (nⱼ − 1)/√(rᵢⱼ² + a²), a = 2 Å.

For numbers in eV and Å the right side is multiplied by 14.40 eV Å. These are round model parameters, and exchange and correlation are left out.

The first iterates and residuals, in eV, are

x₁ = (−0.0828, 0.3258, 0.3565, −0.1170)
x₂ = (−0.2370, 0.8680, 0.9858, −0.3060)
f₀ = (−0.4142, 1.6289, 1.7826, −0.5850)
f₁ = (−0.2840, 0.9989, 1.1594, −0.3481)
f₂ = (−0.0555, −0.0878, 0.0454, 0.0679)

With Δf₁ = f₁ − f₀ and Δf₂ = f₂ − f₁, the equations for γ, in eV², are

0.858393 γ₁ + 1.507211 γ₂ = 0.035919
1.507211 γ₁ + 2.647211 γ₂ = 0.060449.

The determinant is 2.272347 − 2.271685 = 0.000662 eV⁴. This strong cancellation reflects nearly parallel differences: the cosine of their angle is 1.507211/√(0.858393 × 2.647211) = 0.9999. The solution is γ = (6.002, −3.394), and part (a) gives

α = (6.002, −3.394 − 6.002, 1 + 3.394) = (6.002, −9.396, 4.394).

*Anderson route, first site.* Since x₀ = 0,

x̄ = (−9.396)(−0.08283) + (4.394)(−0.23701) = −0.263 eV,
f̄ = (6.002)(−0.41416) + (−9.396)(−0.28403) + (4.394)(−0.05546) = −0.061 eV,
x̄ + 0.2 f̄ = −0.275 eV.

*Multisecant route, first site.* The first row of G is (−0.2095, −0.1790, 0.2643, −0.0154). Its product with f₂ is

0.0116 + 0.0157 + 0.0120 − 0.0010 = 0.0383 eV,

so the new value is −0.2370 − 0.0383 = −0.275 eV, as before. On all four sites both routes give

x₃ = (−0.275, 0.754, 0.983, −0.233) eV.

Here det G = 0.019, so G is invertible.

The recursive method shares x₁ and x₂, since at most one pair has then been used, but it gives

x₃ʳ = (−0.246, 0.843, 0.985, −0.290) eV.

The error (4) in its older secant has length 0.018 eV, about 4% of |Δx₁| = 0.50 eV. At the following step the window drops its oldest pair. The matrix carried over from the previous step and the rebuilt one then differ by 0.91 in Frobenius norm, which illustrates part (e).

The Anderson step does not reduce the residual here. Its length rises from 0.132 eV at x₂ to 0.157 eV at x₃, although |f̄| = 0.084 eV; the recursive step gives 0.086 eV. The minimised quantity is |f̄|, not |f(x₃)|. Even for an affine f with Jacobian J, f(x̄) = f̄ and hence f(x₃) = f̄ + βJf̄, whose length need not equal |f̄|. Here an affine f would give no rise: with J evaluated at x̄, |f̄ + βJf̄| is only 0.041 eV. The cause is the nonlinearity of f. The true residual at x̄ has length 0.143 eV and differs from the linear estimate f̄ by 0.176 eV. That difference is the sum of the nonlinear remainders of f at x₀, x₁ and x₂, expanded about x̄ and multiplied by −αⱼ, and here the weights αⱼ are large: remainders of length 0.047, 0.015 and 0.003 eV become terms of 0.28, 0.14 and 0.01 eV. The residual at x̄ thus already exceeds 0.132 eV. The mixing step βf̄, taken along the wrong estimate, adds the rest: f(x̄) + βJf̄ has length 0.157 eV.

To reach |f| ≤ 10⁻⁸ eV, linear mixing takes 64 steps, Anderson mixing and the multisecant method 16 each, and the recursive method 10. The recursive run uses every earlier pair and the Anderson run at most two, so this is not a comparison at equal memory, nor a general ranking. The Anderson and multisecant paths agree to 3 × 10⁻¹⁴ eV throughout. All four runs reach the same potential,

x = (−0.269, 0.807, 1.027, −0.268) eV = (−0.0099, 0.0297, 0.0378, −0.0099) hartree.

The numerical check also compares (3) with a direct minimum-norm solution of the secant problem, and tests the orthogonalised chain and the determinant formula on random data.

Values computed for the example and the checks

```
sites 4, electrons 4, pairs kept 2
hopping: 2.000000 eV
spacing, softening: 2.000000 2.000000 angstrom
site energies: 1.500000 -0.500000 -2.000000 1.000000 eV
Coulomb constant: 14.399645 eV angstrom
interaction, 0 to 3 sites apart: 7.199823 5.091043 3.219859 2.276784 eV
beta: 0.200000 (no unit)
stopping tolerance on |f|: 1e-08 eV
x0: 0.000000 0.000000 0.000000 0.000000 eV
f0: -0.414161 1.628938 1.782558 -0.585043 eV
x1: -0.082832 0.325788 0.356512 -0.117009 eV
f1: -0.284032 0.998887 1.159374 -0.348108 eV
x2: -0.237005 0.867985 0.985821 -0.305962 eV
f2: -0.055461 -0.087849 0.045410 0.067891 eV
dF^T dF row 1: 0.858393 1.507211 eV^2
dF^T dF row 2: 1.507211 2.647211 eV^2
dF^T f2: 0.035919 0.060449 eV^2
condition number of dF: 136.203611 (no unit)
gamma: 6.001708 -3.394286 (no unit)
alpha for x0 x1 x2: 6.001708 -9.395995 4.394286 (no unit)
G2 row 1: -0.209546 -0.178983 0.264251 -0.015429 (no unit)
G2 row 2: 0.027507 -1.003191 0.518458 0.055890 (no unit)
G2 row 3: 0.035085 -0.185911 -0.352455 0.064020 (no unit)
G2 row 4: -0.008787 0.468685 -0.371451 -0.219692 (no unit)
det G2: 0.019082 (no unit)
|f2|: 0.132154 eV
|f2 - dF gamma|: 0.084092 eV
x3 Anderson: -0.275302 0.754044 0.983094 -0.233494 eV
x3 multisecant: -0.275302 0.754044 0.983094 -0.233494 eV
x3 recursive rank-one: -0.245521 0.842648 0.985215 -0.289847 eV
|f3| Anderson: 0.156830 eV
|f3| recursive: 0.085686 eV
recursive, old secant error: 0.018190 eV
recursive, new secant error: 1.1e-16 eV
carried minus rebuilt G3, norm: 0.908139 (no unit)
largest gap between full paths: 2.8e-14 eV
steps, linear mixing: 64
steps, Anderson: 16
steps, multisecant: 16
steps, recursive rank-one: 10
converged potential: -0.268905 0.807002 1.027458 -0.268396 eV
converged potential: -0.009882 0.029657 0.037758 -0.009863 hartree
converged populations: 0.799438 1.151659 1.309264 0.739638 electrons
```
